# Why Water Under Strong Tension in a 10 nm Gap Need Not Cavitate

**After a wet rinse, the water left in a 10 nm gap between silicon fins is held by a curved meniscus, which can pull the liquid pressure far below zero. Why does the water not simply tear apart and fill with vapour?**

**Where the tension comes from**

Take a gap of width $d$ between parallel walls, with a contact angle $\theta<90^\circ$ measured through the liquid. The meniscus at the mouth is a circular arc in cross-section and straight along the trench. An arc of radius $R_m$ that meets both walls at angle $\theta$ spans a half-width $d/2=R_m\cos\theta$. The pressure jump across it is $\gamma/R_m$, with $\gamma$ the surface tension. The liquid lies on the low-pressure side, so

$$p_{atm}-p_L=\frac{2\gamma\cos\theta}{d}\equiv p_c .$$

This is the largest suction the meniscus can exert before it recedes into the gap. A flatter meniscus, pinned at the mouth, pulls less.

A void in the interior of the liquid contains water vapour, not outside air. The pressure difference that tries to open it is therefore

$$\Delta p=p_v-p_L=p_c-(p_{atm}-p_v),$$

where $p_v$ is the vapour pressure.

**Why tension alone does not open a bubble**

In bulk, a liquid at negative pressure could lower its energy by making a large vapour space. It must begin with a small one, and a small bubble is mostly surface. At fixed temperature and liquid pressure, the work to form a sphere of radius $r$ in bulk liquid is

$$G(r)=4\pi r^2\gamma-\frac{4\pi}{3}r^3\Delta p .$$

The first term pays for new surface. The second is the work gained from the pressure difference. This is the classical model: a sharp interface with constant $\gamma$. Strictly, the pressure in the void is that of vapour in equilibrium with the stretched liquid, which lies between zero and $p_v$. The choice hardly matters here, since an empty void raises the barrier found below by only 0.045 %.

The maximum follows from

$$\frac{dG}{dr}=8\pi r\gamma-4\pi r^2\Delta p=0\quad\Rightarrow\quad r^*=\frac{2\gamma}{\Delta p}.$$

Below $r^*$ surface tension closes the bubble; above it the tension in the liquid opens it further. Substituting $\Delta p=2\gamma/r^*$ gives the barrier:

$$G^*=4\pi\gamma r^{*2}-\frac{8\pi}{3}\gamma r^{*2}=\frac{4\pi}{3}\gamma r^{*2}=\frac{16\pi\gamma^3}{3\,\Delta p^2}.$$

The liquid is metastable: it must borrow $G^*$ from thermal fluctuations before it can break.

If the small difference $p_{atm}-p_v$ is dropped, $r^*\approx d/\cos\theta$ and

$$G^*\approx\frac{4\pi}{3}\,\frac{\gamma d^2}{\cos^2\theta}.$$

The barrier falls as the square of the gap width. It rises with $\theta$, because a less wetted wall gives less suction. The approximation fails close to $90^\circ$, where $p_c$ is no longer large compared with $p_{atm}-p_v$; the full barrier diverges when the two become equal.

**What the walls change**

The critical sphere has a diameter of about $2d/\cos\theta$, so it does not fit in the gap. The bulk barrier applies directly to water at the same pressure in a space wide enough to hold this sphere. Inside the gap a separate argument is needed.

Let a closed void have liquid–vapour area $A_{lv}$, dry wall area $A_{dry}$ and volume $V$. By Young's equation, drying unit wall area costs $\gamma\cos\theta$. Hence

$$G=\gamma(A_{lv}+\cos\theta\,A_{dry})-\Delta p\,V .$$

Measure $z$ from the midplane and consider the vector field $\mathbf F=(2\cos\theta/d)\,z\,\hat{\mathbf z}$. Its divergence is $2\cos\theta/d$, and its outward flux per unit area is $\cos\theta$ on either wall and at most $\cos\theta$ elsewhere. The divergence theorem then gives

$$\frac{2\cos\theta}{d}V\le\cos\theta\,(A_{dry}+A_{lv}).$$

Multiply by $\gamma$ and insert $\Delta p=2\gamma\cos\theta/d-(p_{atm}-p_v)$:

$$G\ge\gamma(1-\cos\theta)A_{lv}+(p_{atm}-p_v)V>0 .$$

Between rigid, uniformly wetted parallel walls, every closed void costs energy, whatever its shape. The tension is set by the meniscus of the same gap, and it is just too weak to pay for emptying that gap from within.

For complete wetting, $\theta=0$, the bulk barrier is also a lower bound. A dry wall then costs as much as a liquid surface, so the surface cost is $\gamma$ times the total area of the void. No shape has less area than a sphere of equal volume. A void that grows through the critical volume must therefore cost at least $G^*$ at that point.

A flattened void shows the mechanism. Let it touch each wall over a disc of radius $R$ and end in a half-round rim of radius $a=d/2$. Its total area and volume are

$$A=2\pi R^2+2\pi^2aR+4\pi a^2,\qquad V=2\pi aR^2+\pi^2a^2R+\tfrac{4\pi}{3}a^3 .$$

With $\theta=0$, $\Delta p=\gamma/a-(p_{atm}-p_v)$. The terms $2\pi\gamma R^2$ cancel, leaving

$$G=\gamma\left(\pi^2aR+\tfrac{8\pi}{3}a^2\right)+(p_{atm}-p_v)V .$$

The energy rises with $R$, because the rim becomes longer and nothing pays for it. If some other cause raised the tension to $1.2\,p_c$, the $R^2$ terms would sum to $-0.4\pi\gamma R^2$, and a wide enough void would be favoured.

**The barrier for a 10 nm gap**

Take $\theta=0$, $T=298.15$ K and the rough values $\gamma=0.072$ N/m and $p_v=3.2$ kPa. The suction is

$$p_c=\frac{2(0.072)}{10\times10^{-9}}\ \text{Pa}=14.4\ \text{MPa}.$$

With $p_{atm}=0.1013$ MPa, the liquid is at $-14.3$ MPa, and $\Delta p=14.30$ MPa. The critical radius is $r^*=10.07$ nm, so

$$G^*=\frac{4\pi}{3}(0.072)(10.07\times10^{-9})^2\ \text{J}\approx3.06\times10^{-17}\ \text{J}.$$

Dividing by $kT=4.116\times10^{-21}$ J gives

$$\frac{G^*}{kT}\approx7400,$$

or about 190 eV. At pressure $p_v$ the critical bubble would hold about three vapour molecules on average, so it is almost empty.

Inside the gap, a flattened void of the same volume has $R=7.69$ nm and costs about 10 400 $kT$, 1.4 times the bulk barrier. One with $R=20$ nm, 50 nm across including the rim, costs about 21 400 $kT$.

**How large a barrier is large enough?**

A barrier has to be compared with the number of attempts. As a generous estimate, let every molecule be a nucleation site that tries $kT/h$ times per second. In volume $V_w$ and time $t$, with molecular density $n$, the expected number of events is

$$N=N_0e^{-G^*/kT},\qquad N_0=nV_wt\,\frac{kT}{h}.$$

For a 50 nm layer of water over a 300 mm wafer, $V_w=3.534\times10^{-9}$ m³. With $n=3.333\times10^{28}$ m⁻³, $t=100$ s and $kT/h=6.212\times10^{12}$ s⁻¹,

$$\ln N_0=80.3 .$$

One event would thus require a barrier near 80 $kT$. The actual barrier is about 90 times larger, and $N$ is about $10^{-3190}$. The attempt rate is uncertain, but an error of $10^{10}$ in it would shift the budget by only $\ln10^{10}\approx23$.

Setting $G^*=kT\ln N_0$ gives the tension at which this model predicts cavitation:

$$\Delta p_{lim}=\sqrt{\frac{16\pi\gamma^3}{3kT\ln N_0}}\approx138\ \text{MPa}.$$

A meniscus would reach it in a gap of about 1 nm. That is only a few molecules wide, so this width marks where the continuum picture runs out rather than a reliable threshold.

**When can it cavitate after all?**

In a wider water-filled space, a pre-existing gas pocket can bypass nucleation. A non-wetting defect lowers the barrier, even inside the gap. On a flat patch with contact angle $\theta_p$, write $c=\cos\theta_p$. A bubble there is a spherical cap of height $r(1+c)$, with

$$A_{lv}=2\pi r^2(1+c),\quad A_{dry}=\pi r^2(1-c^2),\quad V=\tfrac{\pi}{3}r^3(1+c)^2(2-c).$$

The effective area is

$$A_{lv}+cA_{dry}=\pi r^2(1+c)(2+c-c^2)=\pi r^2(1+c)^2(2-c).$$

Area and volume are both those of the full sphere times

$$f=\frac{(1+c)^2(2-c)}{4},$$

so $r^*$ is unchanged and the barrier becomes $fG^*$. For $\theta_p=120^\circ$, roughly the limit for smooth low-energy coatings, $f=0.156$ and the barrier is about 1160 $kT$. This cap is 5.0 nm high and fits in the gap, but it needs a patch more than 17 nm wide. On a patch that only just holds it, the bubble is pinned at the edge and further growth costs more energy; at about 20 nm the bubble can reach the opposite wall without a higher barrier. The patch lowers the earlier bound on $G$ by at most $\gamma(\cos\theta-\cos\theta_p)$ times its area, so a closed void that opens there cannot spread without limit between rigid, parallel wetted walls. On a flat patch, the barrier meets the 80 $kT$ budget near $\theta_p=151^\circ$.

A defect in the right-angled corner at the foot of a fin is far more effective if it covers both the floor and the wall. The bubble is then the part of a sphere cut off by two planes. At 120° its volume is only 0.015 of the full sphere's, and the barrier falls by the same factor, to about 110 $kT$. In such a corner the 80 $kT$ budget is met near 122°. That budget counts every molecule on the wafer as a site; a single defect 20 nm across offers only about 40 $kT$ in 100 s, so the angles quoted here and for the flat patch are lower estimates.

**How does this compare with real fins?**

The example has silicon fins 10 nm wide and 50 nm high, which is roughly the scale of modern transistor fins; many memory structures are much taller. Real water often breaks before the classical limit: as rough figures, many experiments find a few tens of MPa, while small, clean samples have held around 100 MPa. The 14 MPa of the rigid gap lies below both. The lower figures also show the limit of the classical estimate: at 30 MPa and 298 K it still gives about 1700 $kT$, yet water often breaks near there.

The assumption most at risk is rigid walls. Suppose the neighbouring gaps are dry, so that each fin carries the load $p_c$ on one side. For height $H$, width $w$ and Young's modulus $E$, the bending moment per unit length at height $x$ is $p_c(H-x)^2/2$, and the stiffness is $Ew^3/12$. Integrating the curvature twice from the clamped base gives the tip deflection

$$y=\frac{p_cH^4}{8(Ew^3/12)}=\frac{3p_cH^4}{2Ew^3}.$$

Both fins lean inward, so $p_c=2\gamma/(d-2y)$ and

$$y(d-2y)=\frac{3\gamma H^4}{Ew^3}.$$

The left side cannot exceed $d^2/8$, reached at $y=d/4$. No equilibrium exists above

$$H_{max}=\left(\frac{d^2Ew^3}{24\gamma}\right)^{1/4}\approx55\ \text{nm}$$

for the rough value $E=160$ GPa and a rigid base. In this model, at 50 nm each tip moves 1.07 nm, the mouth narrows to 7.85 nm, and the bulk barrier falls to 0.61 of its rigid-wall value. The narrowed mouth also sets a tension that the wider gap below may not withstand, so the rule that every closed void costs energy no longer applies. For complete wetting the bulk barrier is still a lower bound, because that argument does not depend on the shape of the walls. Real fins are more compliant: silicon is softer along the usual fin height, and the base itself deforms. Together these lower $H_{max}$ to about 50 nm, so the example sits at the edge of collapse and its tips could move twice as far or more. At the point of instability the mouth is $d/2=5$ nm wide. The $d^2$ law then leaves about a quarter of the barrier, still far above 80 $kT$. In this model, clean fins taller than $H_{max}$ lose their equilibrium before the water breaks. The tension keeps rising as the mouth closes further, so the estimate does not cover the last stage of the collapse.

The other corrections are smaller. Each ratio below is relative to 7427 $kT$, with the other settings held fixed:

- **Adsorbed film.** Let van der Waals forces keep a film of thickness $h$ on each wall, with energy $A_H/(12\pi h^2)$ per area. Emptying unit area of gap costs $2\gamma+A_H/(6\pi h^2)-p_c(d-2h)$. Minimizing over $h$ gives $A_H/(6\pi h^3)=p_c$, and setting the minimum to zero gives $p_c(d-3h)=2\gamma$. For a rough $A_H=10^{-20}$ J, $h=0.32$ nm and the ratio is 0.82. Such a film is about one molecule thick, so this is only an estimate.
- **Curved surface.** Replacing $\gamma$ by $\gamma(1-2\delta/r)$ shifts the barrier by $-8\pi\gamma\delta r^*$ to first order, a fraction $-6\delta/r^*$. An assumed $\delta=0.1$ nm gives 0.94; the opposite sign of $\delta$ would raise the barrier.
- **Hot rinse.** At 353 K, with rough values $\gamma=0.063$ N/m and $p_v=47$ kPa, the ratio is 0.74, each barrier being measured in its own $kT$.
- **Dissolved air.** Air at 1 atm in the bubble gives 0.99.

Multiplying all five lowering ratios, including that for bent walls, leaves about 2500 $kT$; the 120° patch reduces this to about 400 $kT$. The effects are coupled, so these products are rough estimates and not bounds. They still exceed the budget by factors of about 30 and 5. With the mouth narrowed to 5 nm, the point of instability, combining the effects in one calculation gives about 830 and 130 $kT$, still above the budget. The tension is then about 30 MPa, however, which is the range where many experiments see water break despite a large classical barrier. This margin does not cover a 120° defect in a foot corner: with the same corrections its barrier is below 40 $kT$, and the water could break there. Within the classical model the conclusion therefore holds for clean, well-wetted fins and for small flat defects up to about 120°. For fins bent close to collapse, the comparison with experiment leaves no safe margin.

## Calculated quantities

```
temperature: 298.15 K
surface tension (rough): 0.072 N/m
vapour pressure (rough): 3.2 kPa
outside air pressure: 0.1013 MPa
gap width: 10 nm
thermal energy kT: 4.116e-21 J
meniscus suction: 14.4 MPa
liquid pressure: -14.3 MPa
tension dp: 14.302 MPa
critical bubble radius: 10.07 nm
free-bubble barrier: 3.057e-17 J
free-bubble barrier: 7427 kT
free-bubble barrier: 190.8 eV
barrier from (4 pi/3) gamma d^2: 7327 kT
mean vapour molecules in critical bubble: 3.324
flat void, critical volume: disc radius R: 7.686 nm
flat void, critical volume: energy: 10399 kT
flat void, R = 20 nm: energy: 21356 kT
molecule number density: 3.333e+28 1/m^3
attempt rate kT/h: 6.212e+12 1/s
wafer diameter: 300 mm
water volume on wafer: 3.534e-09 m^3
waiting time: 100 s
barrier budget ln N0: 80.3 kT
log10 of expected events: -3191
threshold tension: 137.6 MPa
threshold gap width: 1.05 nm
patch angle: 120 degrees
patch barrier factor: 0.1563
patch barrier: 1161 kT
patch bubble base radius: 8.72 nm
patch bubble height: 5.034 nm
patch angle where barrier meets budget: 151.3 degrees
Hamaker constant (rough): 1e-20 J
adsorbed film thickness: 0.32 nm
suction with film: 15.94 MPa
barrier ratio, film: 0.815
assumed curvature length delta: 0.1 nm
barrier ratio, curvature: 0.941
hot water temperature: 353.15 K
hot surface tension (rough): 0.063 N/m
hot vapour pressure (rough): 47 kPa
barrier in hot water: 5459 kT at hot temperature
barrier ratio, hot water (each in its own kT): 0.735
barrier ratio, air at 1 atm in bubble: 0.986
barrier ratio, empty void: 1.00045
fin height: 50 nm
fin width: 10 nm
silicon Young modulus (rough): 160 GPa
fin tip deflection at fixed suction: 0.84 nm
fin tip deflection, self-consistent: 1.07 nm
gap width at bent tips: 7.85 nm
barrier ratio, bent walls: 0.614
fin height where equilibrium is lost: 55.2 nm
product of lowering ratios, no patch: 0.342
rough pessimistic barrier, no patch: 2538 kT
rough pessimistic barrier, with patch: 397 kT
```
